Separating surface reaction and diffusion in HF-nitric silicon etching

**Problem**

A silicon disc of radius 1.0 cm rotates in a mixture of hydrofluoric and nitric acid, and its etch rate R is measured at six speeds. Nitric acid is in large excess (14.6 mol/L against 2.0 mol/L HF), so HF is taken as the scarce reactant. The kinematic viscosity is ν = 0.014 cm²/s. Each rate has a random relative error of 2 %, one standard deviation.

speed (rpm) | x = ω^(-1/2) (s^(1/2)) | R (µm/min)
100 | 0.30902 | 3.73
200 | 0.21851 | 4.79
400 | 0.15451 | 5.90
600 | 0.12616 | 6.53
900 | 0.10301 | 7.31
1600 | 0.07725 | 8.24

Here ω is the angular speed in rad/s. The data are synthetic: they were calculated from a transport model with known constants, given random scatter and rounded. The answer can therefore be compared with the truth at the end.

How much of the limitation comes from the surface reaction and how much from diffusion? Find the rate the surface would sustain with unlimited stirring, the surface rate constant k and the HF diffusivity D.

**A tempting solution**

Diffusion to a rotating disc is known to grow as ω^(1/2), while the surface reaction does not depend on stirring. It seems natural to write the measured rate as a sum of the two contributions:

R = R_surface + m ω^(1/2).

Take the slowest and fastest points, where ω^(1/2) = 1/x is 3.236 and 12.944 s^(-1/2):

m = (8.24 − 3.73)/(12.944 − 3.236) = 0.465 µm/min s^(1/2)
R_surface = 3.73 − 0.465 × 3.236 = 2.2 µm/min.

The surface reaction would then contribute 2.2 µm/min at every speed, and diffusion the rest.

**Where it fails**

The data already object. At 400 rpm, where ω^(1/2) = 6.472 s^(-1/2), the sum predicts 2.23 + 0.465 × 6.472 = 5.2 µm/min. The measured value is 5.90, so the prediction is 11 % low, against a scatter of 2 %.

The physical fault is more basic. A sum of rates describes two parallel routes, each able to remove silicon without the other. Here every HF molecule must first cross the liquid and then react. The steps are in series: in the steady state they carry the same flux, and each consumes part of the available concentration. The sum also has impossible limits. As ω → ∞ it gives an infinite rate, although the surface reaction is finite. As ω → 0 it leaves 2.2 µm/min, although the convective supply in this model has vanished.

What adds in a series process is resistance, that is, concentration difference per unit flux. The right solution follows from that.

**From HF flux to etch rate**

The overall reaction, with NO as the reduced product, is

3 Si + 4 HNO3 + 18 HF → 3 H2SiF6 + 4 NO + 8 H2O.

Each side has 22 H, 4 N, 12 O, 18 F and 3 Si. Thus s = 18/3 = 6 HF molecules are consumed per silicon atom. If J is the HF flux towards the surface and V = 12.059 cm³/mol the molar volume of silicon, then

R = V J/s.

**Transport through the liquid**

Assume steady laminar flow at uniform temperature and a disc wide enough for edge effects to be neglected. Let z be the distance from the disc and define ζ = z(ω/ν)^(1/2). The flow has the form

v_r = rω F(ζ), v_φ = rω G(ζ), v_z = (νω)^(1/2) H(ζ).

Incompressibility, (1/r)∂(r v_r)/∂r + ∂v_z/∂z = 0, gives 2ωF + ωH′ = 0. The radial and azimuthal momentum equations, with no radial pressure gradient, give the other two relations:

H′ = −2F
F″ = F² − G² + H F′
G″ = 2FG + H G′.

At the disc F = H = 0 and G = 1; far away F and G vanish. Numerical solution gives F′(0) = a = 0.51023. At ζ = 0 the second equation gives F″(0) = −1, so F = aζ − ζ²/2 + … . Integrating H′ = −2F then gives

H = −aζ² + ζ³/3 + … .

The minus sign means that liquid flows towards the disc.

Since v_z does not depend on r and the surface is uniform, the HF concentration c depends on z alone:

D c″ = v_z c′.

Dividing by D c′ and integrating once,

c′(z) = c′(0) exp[∫₀^z (v_z/D) dz′].

A second integration, from the surface value c_s to the bulk value c_b, gives c_b − c_s = c′(0) δ, where

δ = (ν/ω)^(1/2) ∫₀^∞ exp[Sc ∫₀^ζ H dζ′] dζ, Sc = ν/D.

The prefactor converts dz to dζ. Because v_z dz = νH dζ, the exponent contains ν/D. The flux towards the disc is J = D c′(0) = (D/δ)(c_b − c_s).

For large Sc the concentration layer is much thinner than the flow layer, and the first term of H suffices. With λ = a Sc/3 and u = λζ³,

∫₀^∞ exp(−λζ³) dζ = (1/3) λ^(-1/3) ∫₀^∞ u^(-2/3) e^(-u) du = Γ(4/3) λ^(-1/3).

Therefore

δ₀ = Γ(4/3) (3/a)^(1/3) D^(1/3) ν^(1/6) ω^(-1/2).

The power of ν is 1/2 − 1/3 = 1/6. The inverse of the numerical factor is 0.6205.

The next term of H adds Sc ζ⁴/12 to the exponent. In the layer ζ is of order Sc^(-1/3), so this addition is small and the exponential may be expanded. The integral grows by

(Sc/12) ∫₀^∞ ζ⁴ exp(−λζ³) dζ = (Sc/36) Γ(5/3) λ^(-5/3).

Dividing by the leading integral and inserting λ gives the relative increase

[Γ(5/3)/(36 Γ(4/3))] (3/a)^(4/3) Sc^(-1/3) = 0.298 Sc^(-1/3).

To this order the transfer coefficient K_m = D/δ is

K_m = 0.6205 D^(2/3) ν^(-1/6) ω^(1/2)/(1 + 0.298 Sc^(-1/3)).

The correction does not contain ω. It changes the slope of the plot and the diffusivity deduced from it, but not the intercept.

**Adding the resistances**

Assume that the surface consumes HF at a rate proportional to its local concentration, J = k c_s. In the steady state

k c_s = K_m (c_b − c_s).

Collecting c_s gives c_s = K_m c_b/(k + K_m), hence

J = k K_m c_b/(k + K_m)
1/J = (1/c_b)(1/k + 1/K_m).

Multiply by s/V, and define the surface-limited rate R_k = V k c_b/s and the transport-limited rate R_L = V K_m c_b/s = B ω^(1/2):

1/R = 1/R_k + 1/(B ω^(1/2)) = A + b x,

with A = 1/R_k and b = 1/B. The reciprocal rate is a straight line in x. At low speed R → R_L; at high speed R → R_k. The straight line in x assumes that the flow is laminar.

The relation J = k c_s also gives c_s/c_b = R/R_k. The diffusion share of the total resistance is bx/(A + bx) = 1 − R/R_k, which is the fraction of the bulk concentration lost across the liquid. It is not a fraction of the silicon atoms removed "by diffusion": every atom removed needs both steps.

For the constants behind the data, this line was tested against a finite-difference solution of the convection-diffusion equation with the reacting surface. Over the six speeds the largest difference was 0.1 % of the rate.

**Fitting with the right weights**

Let y = 1/R. A small error dR changes y by −dR/R², so a relative error r = 0.02 in R gives σ_y = r/R. The slow points are less certain in y, and the weight is w = 1/σ_y² = R²/r². Minimizing Σw(y − A − bx)² with respect to A and b gives

S_y = A S + b S_x
S_xy = A S_x + b S_xx,

where S = Σw, S_x = Σwx, and so on. With Δ = S S_xx − S_x², elimination gives

A = (S_xx S_y − S_x S_xy)/Δ
b = (S S_xy − S_x S_y)/Δ.

With the weights held fixed, both are linear in the measured y. The weights do contain the measured R, but for 2 % scatter this has little effect on the errors. The coefficient of y_i in A is w_i(S_xx − S_x x_i)/Δ, and in b it is w_i(S x_i − S_x)/Δ. Each y_i has variance 1/w_i, so for the intercept

var A = Σw(S_xx − S_x x)²/Δ² = (S S_xx² − S_x² S_xx)/Δ² = S_xx/Δ.

The same sums for the slope and for the product of the two coefficients give

var b = (S² S_xx − S S_x²)/Δ² = S/Δ
cov(A,b) = (S_x³ − S S_x S_xx)/Δ² = −S_x/Δ.

The covariance is negative because a steeper line through the same points has a lower intercept.

The table gives S = 589104, S_x = 77051.148, S_y = 91250.000, S_xx = 12264.9282 and S_xy = 13310.6764, with R in µm/min and x in s^(1/2). The digits are kept because the formulas subtract nearly equal products. Then Δ = 1.28844 × 10⁹, and

A = 9.3572 × 10⁷/Δ = 0.0726 ± 0.0031 min/µm
b = 8.1046 × 10⁸/Δ = 0.629 ± 0.021 min/µm s^(-1/2).

**The separated constants**

The inverse of the intercept is the surface-limited rate. Its error follows from |dR_k| = dA/A²:

R_k = 1/0.0726 = 13.8 ± 0.6 µm/min.

This is six times the 2.2 µm/min of the tempting solution. The inverse slope is B = 1.59 ± 0.05 µm/min s^(1/2).

To convert to transfer coefficients, use c_b = 2.0 × 10⁻³ mol/cm³ and 1 cm/s = 6.0 × 10⁵ µm/min:

V c_b/s = (12.059 × 2.0 × 10⁻³/6) × 6.0 × 10⁵ = 2412 µm/min per cm/s.

Hence

k = 13.77/2412 = 0.0057 ± 0.0002 cm/s
K_m/ω^(1/2) = 1.590/2412 = 6.59 × 10⁻⁴ cm s^(-1/2).

Solving the thin-layer formula for D gives

D₀ = (6.59 × 10⁻⁴ × 0.014^(1/6)/0.6205)^(3/2) = 1.19 × 10⁻⁵ cm²/s.

The finite-Sc factor raises this to D = D₀(1 + 0.298 Sc^(-1/3))^(3/2). Iterating, since Sc contains D, gives

D = (1.24 ± 0.06) × 10⁻⁵ cm²/s.

The relative error of D is 3/2 times that of b, because D varies as b^(-3/2) apart from the small correction. Errors in c_b and ν are not included.

At 400 rpm the transport-limited rate is 1.590 × 6.472 = 10.3 µm/min. Combining it with the surface limit gives 1/(1/10.3 + 1/13.8) = 5.9 µm/min, as measured. Diffusion supplies 57 % of the resistance there, 73 % at 100 rpm and 40 % at 1600 rpm.

The resistances are equal when A = bx, or ω* = (b/A)² = 75 rad/s, which is 716 rpm. Since ln ω* = 2 ln b − 2 ln A,

var(ln ω*) = 4[var A/A² + var b/b² − 2 cov(A,b)/(Ab)].

The negative covariance increases this variance. The result is 716 ± 107 rpm; leaving out the covariance would give only about ± 78 rpm. In 10,000 repeated synthetic experiments, the spreads of A, b and ln ω* agreed with the propagated errors within 1 %.

**Comparison with the truth**

The data were made with R_k = 14.5 µm/min, k = 0.0060 cm/s and D = 1.20 × 10⁻⁵ cm²/s. The fitted R_k is 5 % low, a little over one standard error, and D is within one standard error.

The weighted sum of squared residuals is 0.35 for 6 − 2 = 4 degrees of freedom. For Gaussian scatter a value this small or smaller has a probability of about 1.3 %. The points happen to lie unusually close to the fitted line, whose intercept is nevertheless more than one standard error from the true one. Against the true line the same sum is 2.2 for six points, which is unremarkable. Small residuals therefore do not justify quoting errors below those set by the known 2 % scatter.

**When a straight plot misleads**

Suppose that the surface reaction is second order in HF, with the same R_k and B. Since c_s/c_b = 1 − R/R_L,

R = R_k(1 − R/R_L)².

At high speed R/R_L is small. Inverting the square to first order, and putting R ≈ R_k in the small term, gives

1/R ≈ 1/R_k + 2/R_L,

with slope 2/B. At low speed R approaches R_L. The square root of the rate law gives R = R_L[1 − (R/R_k)^(1/2)], and therefore

1/R ≈ 1/R_L + 1/(R_L R_k)^(1/2).

With R_L = B/x the second term varies as x^(1/2), so the slope falls towards 1/B as x grows. The plot bends downwards, and a line through the measured range meets the axis too high.

For noise-free rates at the six speeds, the straight-line fit gives an R_k 19 % below the first-order result and a slope 37 % above it. Yet no point misses the line by more than 0.9 % of its rate, which is less than the 2 % scatter. The plot cannot establish the order here. Varying c_b at fixed speed can help: if k, D and ν stay constant, first order requires R to be proportional to c_b, while for second order R_k varies as c_b².

The intercept also includes any other resistance that does not depend on speed. If HF must cross a surface film of transfer coefficient P before it reacts, the same series argument gives 1/k + 1/P in place of 1/k. The fitted k is then an effective constant.

**Beside a real bath**

The concentrations correspond roughly to one volume of concentrated HF in thirteen of concentrated nitric acid. D and ν are rough typical values. The surface constant is a chosen model value that places the equal-resistance speed inside the measured range. D is an effective value for all dissolved forms of HF. One assumption open to doubt is that rotation alone stirs the liquid, because real baths evolve gas. If all the nitrogen product stayed as dissolved NO and diffused as fast as HF, its surface concentration would reach more than a hundred times a rough solubility of 2 × 10⁻³ mol/L. If it all left as gas, the largest production would be 0.04 cm³ per cm² per second. Concentrated nitric acid oxidizes part of the NO, so neither figure is a prediction.

To see the sensitivity, add an assumed bubble-driven coefficient of 1.0 × 10⁻³ cm/s to K_m at every speed. It matters most at low speed, where K_m is small, and bends the plot downwards. The fitted R_k falls by 19 % and the slope by 38 %. The largest misfit is 2.1 %, about the size of the scatter. With six points a χ² test at the 5 % level would flag it about three times in ten, and a test for curvature about half the time. The assumed coefficient is not an upper bound. A rough empirical correlation for gas-evolving surfaces, with bubbles of 20 to 100 µm, gives about 10⁻³ cm/s when only a few per cent of the NO leaves as gas, and of order 10⁻² cm/s when all of it does. That would equal or exceed K_m, and the slope would then say little about D.

Heating acts differently. Take a rough reaction heat of 800 kJ per mole of silicon and send all of it into the liquid, which overestimates the warming if the holder also conducts. The surface is then about 3 K above the bath at 100 rpm and about 2 K at 1600 rpm. Take rough activation energies of 0.20 eV for the reaction and 0.15 eV for transport, and treat the whole concentration layer as being at the surface temperature, which somewhat overstates the effect on transport. The fitted slope then falls by 9 %, while R_k changes by about 1 %. The temperature rise is proportional to R times the thermal layer thickness, which varies as x. As x → 0, R tends to a constant and the rise vanishes in proportion to x, so its first effect on 1/R is a change of slope. The diffusivity suffers more than the surface constant: since D varies nearly as b^(-3/2), it comes out about 15 % too high in this estimate.

The remaining estimates are smaller. If nitric acid diffuses about as fast as HF, its depletion at the surface is roughly 2 % of its bulk value at the slowest speed and less at the others. This takes NO as the product; with NO2, which needs four HNO3 per silicon atom instead of 4/3, it would be about 7 %. The surface recedes at no more than 0.3 % of K_m. The edge Reynolds number ωr²/ν reaches 1.2 × 10⁴, below the rough value of 2 × 10⁵ at which a smooth disc may begin to lose laminar flow.

The analysis fails altogether if nitrogen oxides formed at the surface catalyse the oxidation and stirring carries them away. Faster rotation can then lower the rate, and k is no longer a constant that an extrapolation in x can isolate. The numerical output below gives the fit and most of these estimates.

Table of computed values

```
HF, HNO3, NO per Si: 6.000, 1.333, 1.333
Si molar volume: 12.059 cm3/mol
HF, HNO3 concentration: 2.0, 14.6 mol/L
input D: 1.20e-05 cm2/s; nu: 0.014 cm2/s; Sc: 1167
input k: 0.0060 cm/s; disc radius: 1.0 cm
flow coefficient a: 0.51023
Levich coefficient: 0.6205; Schmidt term: 0.2980
layer thickness / thin-layer value: 1.0297
rate per transfer coefficient: 2411.8 (um/min)/(cm/s)
input R_k: 14.471 um/min; B: 1.5536 um/min s^0.5
largest line error against numerical rates: 0.099 %
relative scatter of measured rates: 2.0 %
rpm | omega rad/s | x s^0.5 | R um/min | 1/R min/um | transport %
  100   10.472  0.30902   3.73  0.26810   72.8
  200   20.944  0.21851   4.79  0.20877   65.4
  400   41.888  0.15451   5.90  0.16949   57.2
  600   62.832  0.12616   6.53  0.15314   52.2
  900   94.248  0.10301   7.31  0.13680   47.2
 1600  167.552  0.07725   8.24  0.12136   40.1
weighted sums, w in um2/min2, x in s^0.5, y in min/um:
S, Sx, Sy: 589104.00, 77051.148, 91250.000
Sxx, Sxy: 12264.9282, 13310.6764
intercept: 0.07262 +/- 0.00309 min/um
slope: 0.6290 +/- 0.0214 min/um s^-0.5
covariance: -5.980e-05 min2/um2 s^-0.5
chi-square: 0.35 for 4 degrees of freedom
fitted R_k: 13.77 +/- 0.58 um/min
fitted B: 1.590 +/- 0.054 um/min s^0.5
fitted k: 0.00571 +/- 0.00024 cm/s
fitted D, thin layer: 1.191e-05 cm2/s
fitted D, corrected: 1.243e-05 +/- 6.3e-07 cm2/s
equal-resistance speed: 716 +/- 107 rpm
repeat/propagated sd (a, b, ln speed): 0.992, 0.997, 0.995
effects below: change in R_k %, change in slope %, misfit %
second-order surface step: -19.0, 37.4, 0.92
reaction heating: 0.8, -8.7, 0.04
bubble stirring: -19.0, -38.5, 2.13
assumed bubble transfer coefficient: 1.0e-03 cm/s
rough reaction heat: 800 kJ/mol Si
rough activation, surface/transport: 0.20/0.15 eV
thermal conductivity: 4.0e-03 W/(cm K); Pr: 13.0
surface heating, slowest/fastest: 3.21/1.76 K
largest HNO3 surface depletion: 2.26 %
NO / rough solubility, if all stays NO: 165
largest NO gas production: 0.0379 cm3/(cm2 s)
largest recession / transfer coefficient: 0.30 %
largest Reynolds number: 11968
```
